\section*{Why an asymmetric barrier transmits equally in both directions}

\section{What can measure total transmission}

A wave in a lead of finite width is a superposition of transverse modes, and the choice of basis for these modes is ours. A number that says how well a barrier transmits from left to right, all modes together, must not depend on that choice. Let the matrix $t$ turn incoming amplitudes on the left into outgoing amplitudes on the right. A change of orthonormal basis replaces $t$ by $UtV$ with $U$ and $V$ unitary. By the singular value decomposition, suitable $U$ and $V$ bring $t$ to a form with non-negative numbers $s_i$ on the diagonal and zeros elsewhere. An invariant quantity can depend on these $s_i$ alone.

Probabilities are quadratic in amplitudes. Flipping the sign of one $s_i$, or exchanging two of them, is itself a change of basis. The first excludes products $s_is_j$ with $i\neq j$, and the second makes all coefficients of $s_i^2$ equal. Invariance leaves this common coefficient free to depend on the number of channels; an average per channel would also be invariant. A total is fixed by additivity: in the diagonal form the channels are decoupled, channel $i$ alone transmits with probability $s_i^2$, and the total is the sum of these probabilities. The coefficient is therefore one:
\begin{equation}
T_{RL}=\sum_i s_i^2=\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\,t\,t^\dagger=\sum_{b,a}|t_{ba}|^2 .
\end{equation}
The first index of $T_{RL}$ is the lead of arrival. For the opposite direction, with matrix $t'$, the measure is $T_{LR}=\mathrm{Tr}\,t't'^\dagger$.

Symmetry fixes this form but does not relate the two directions. A mirror reflection turns an asymmetric barrier into a different one, and time reversal turns a magnetic field $B$ into $-B$. One might therefore expect a barrier with a gentle slope on one side and a steep face on the other, placed in a field, to transmit better one way. A potential step first shows how the amplitudes must be normalised; a skewed barrier in a field then contradicts this expectation.

\section{A step: unequal amplitudes, equal fluxes}

Let a particle of mass $m$ and energy $E$ meet a potential step at $x=0$, with wave numbers $k_1$ on the left and $k_2$ on the right. For incidence from the left,
\begin{equation}
\psi=e^{ik_1x}+\rho\,e^{-ik_1x}\ (x<0),\qquad \psi=\tau e^{ik_2x}\ (x>0).
\end{equation}
Continuity of $\psi$ and $\psi'$ at $x=0$ gives $1+\rho=\tau$ and $k_1(1-\rho)=k_2\tau$. Inserting $\rho=\tau-1$ in the second equation gives $2k_1=(k_1+k_2)\tau$, so
\begin{equation}
\tau=\frac{2k_1}{k_1+k_2},\qquad \tau'=\frac{2k_2}{k_1+k_2},
\end{equation}
where $\tau'$, for incidence from the right, follows by exchanging $k_1$ and $k_2$.

The amplitudes differ, but what is transmitted is flux, which is density times velocity $\hbar k/m$. The flux ratios are
\begin{equation}
\frac{k_2}{k_1}\tau^2=\frac{4k_1k_2}{(k_1+k_2)^2}=\frac{k_1}{k_2}\tau'^2 .
\end{equation}
Take a step of height $0.75E$. Since $k^2$ is proportional to kinetic energy, $k_1/k_2=\sqrt{1/0.25}=2$. Then $\tau^2=(4/3)^2\approx1.78$ and $\tau'^2=(2/3)^2\approx0.44$, while both flux ratios are $8/9\approx0.889$.

This is why each mode is divided by the square root of its velocity $v$. A wave $e^{\pm ikx}/\sqrt v$ carries unit flux, and squared amplitudes are then probabilities. All matrices $t$ and $t'$ here are in this normalisation.

\section{A skewed barrier in a magnetic field}

The step has one channel on each side and no field. A harder case is a strip with several channels, leads of unequal width, a barrier without mirror symmetry, and a field. On a square grid of spacing $a$, the kinetic energy becomes a difference operator with the energy scale $J=\hbar^2/(2ma^2)$:
\begin{equation}
E\psi_i=(4J+V_i)\psi_i-J\sum_{j}e^{i\theta_{ij}}\psi_j ,
\end{equation}
where $j$ runs over the neighbours of site $i$ and $\theta_{ji}=-\theta_{ij}$. The strip has columns $x=0,\dots,15$ and rows $y=0,\dots,11$. The potential is
\begin{equation}
V=V_0\,\frac{x-3}{9}\left(\frac12+\frac{y}{11}\right)\quad(3\le x\le12),
\end{equation}
and zero elsewhere, with $V_0=0.4J$. It rises slowly from the left to between $0.2J$ (bottom row) and $0.6J$ (top row), and then drops to zero within one spacing.

The field enters through the phases. A horizontal bond in row $y$ carries $\theta_{ij}=2\pi\phi(y-11)$, where $i$ is its right-hand and $j$ its left-hand site; vertical bonds carry none. The phases around one cell then add up to $2\pi\phi$ in magnitude, so $\phi$ is the flux per cell in units of $hc/e$. With $a=5$ nm, the free-electron mass and $\phi=0.01$, one has $J=1.524$ meV and $B=\phi hc/(ea^2)=16\,543$ gauss. The leads are field-free, and the Zeeman energy is left out.

The left lead is $W=12$ sites wide. The right lead has $W=7$ and joins the lowest seven rows. Their modes are $\sin(q_ny)$, with $y$ counted from the wall and $q_n=n\pi/(W+1)$, and
\begin{equation}
E=4J-2J\cos q_n-2J\cos k_n .
\end{equation}
Here $k_n$ is the phase advance per site. A channel is open if $k_n$ is real; its velocity is $v_n=(2Ja/\hbar)\sin k_n$. At $E=0.7J$ there are $N_L=3$ open channels on the left and $N_R=2$ on the right.

The wave equation was solved numerically for one incoming wave at a time, without imposing any relation between the two directions. The probabilities are:
\begin{center}
\begin{tabular}{ccc}
channels & left to right & right to left\\
$L1,R1$ & 0.14547 & 0.48447\\
$L1,R2$ & 0.36363 & 0.26867\\
$L2,R1$ & 0.26141 & 0.36697\\
$L2,R2$ & 0.23861 & 0.07748\\
$L3,R1$ & 0.49212 & 0.06734\\
$L3,R2$ & 0.04520 & 0.28150
\end{tabular}
\end{center}
No pair agrees. Between $L1$ and $R1$ the strip passes more than three times as much to the left as to the right on this grid. The ramp is not needed for this: with $V_0=0$ the field and the unequal leads alone give $0.139$ and $0.524$ for this pair. Now add over outgoing channels, one incoming channel at a time:
\begin{align}
T_{RL}&=0.50910+0.50002+0.53732=1.54644,\\
T_{LR}&=0.91878+0.62765=1.54643 .
\end{align}
The last digits differ by rounding of the entries; the unrounded sums agree to all eight printed decimals, $1.54643567$. Six unequal pairs have equal sums, with three incoming channels on one side and two on the other. These numbers belong to the grid, not to the continuum. For the same strip on grids of spacing $a/2$ and $a/4$ the common total is about $1.63$ and $1.65$, and the $L1,R1$ ratio falls from $3.3$ to about $2.4$ and $2.3$. The two totals stay equal on each grid.

\section{The general statement}

Let a conductor have two leads and no others, with $N_L$ and $N_R$ open channels at energy $E$. Let the scattering be elastic and phase-coherent, in a real potential. Then
\begin{equation}
\mathrm{Tr}\,t\,t^\dagger=\mathrm{Tr}\,t't'^\dagger ,
\label{main}
\end{equation}
whatever the shape of the barrier and the magnetic field in the conductor. Both sides refer to the same energy, field and potential. The proof takes the leads to be field-free far from the conductor, with the vector potential removed there by a choice of gauge.

\subsection{Current conservation}

Let $q$ be the charge, $\mathbf A$ the vector potential and $\boldsymbol\Pi=-i\hbar\nabla-(q/c)\mathbf A$. The Schr\"odinger equation is $(\Pi^2/2m+V-E)\psi=0$. The product rule gives
\begin{equation}
\psi^*\Pi^2\psi=|\boldsymbol\Pi\psi|^2-i\hbar\nabla\cdot(\psi^*\boldsymbol\Pi\psi),
\end{equation}
because the derivative of $\psi^*$ in the last term cancels the derivative part of $(\boldsymbol\Pi\psi)^*\cdot\boldsymbol\Pi\psi$ and leaves its $\mathbf A$ part. Multiply the Schr\"odinger equation by $\psi^*$ and take the imaginary part. The terms with $V$, $E$ and $|\boldsymbol\Pi\psi|^2$ are real and drop out. What remains is
\begin{equation}
\nabla\cdot\mathbf j=0,\qquad \mathbf j=\frac1m\,\mathrm{Re}\,(\psi^*\boldsymbol\Pi\psi).
\end{equation}
The field changes the expression for the current, not its conservation. On the grid, the current from site $j$ to site $i$ is $(2/\hbar)\,\mathrm{Im}(\psi_i^*H_{ij}\psi_j)$. Summed over $j$ it gives $(2/\hbar)\,\mathrm{Im}(E|\psi_i|^2)=0$, so the same conclusion holds there.

Integrate $\nabla\cdot\mathbf j=0$ over the conductor, bounded by one cut across each lead, so far out that closed channels have decayed. In an open channel let $s$ be the outward coordinate, $\alpha$ the incoming and $\beta$ the outgoing amplitude:
\begin{equation}
\psi=\frac{\alpha e^{-iks}+\beta e^{iks}}{\sqrt v}.
\end{equation}
With $v=\hbar k/m$, the outward flux is
\begin{align}
&\mathrm{Re}\left[(\alpha^*e^{iks}+\beta^*e^{-iks})(\beta e^{iks}-\alpha e^{-iks})\right]\nonumber\\
&\quad=|\beta|^2-|\alpha|^2+\mathrm{Re}\left[\alpha^*\beta e^{2iks}-\alpha\beta^*e^{-2iks}\right].
\end{align}
The last bracket is a number minus its complex conjugate, so its real part vanishes. Different transverse modes are orthogonal and give no cross terms. The total outward flux is zero, hence $\sum|\beta|^2=\sum|\alpha|^2$ over all channels of both leads.

\subsection{Unitarity, used twice}

Collect the amplitudes in vectors, with the left lead first:
\begin{equation}
\beta=S\alpha,\qquad S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix}.
\end{equation}
Flux balance reads $\alpha^\dagger(1-S^\dagger S)\alpha=0$ for every $\alpha$. A Hermitian matrix whose quadratic form vanishes for every vector is zero, so $S^\dagger S=1$. Each open mode supplies one incoming and one outgoing wave. Therefore $S$ is square, its left inverse is also its right inverse, and $SS^\dagger=1$ as well.

The upper left blocks of these two equations are
\begin{align}
r^\dagger r+t^\dagger t&=1,\label{one}\\
r\,r^\dagger+t't'^\dagger&=1.\label{two}
\end{align}
The first says that whatever enters from the left is reflected or transmitted. The second says that the outgoing channels on the left, when all incoming channels are filled, are filled completely. Both unit matrices have size $N_L$. Taking traces, and using $\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,r\,r^\dagger$,
\begin{equation}
\mathrm{Tr}\,t^\dagger t=N_L-\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,t't'^\dagger ,
\end{equation}
which is Eq.~(\ref{main}). Time reversal was not used. In the strip, the printed reflection on the left is $1.45356=3-1.54644$, and on the right it is $0.45356=2-1.54644$.

More follows. The square matrix $r$ has one set of singular values, so $r^\dagger r$ and $rr^\dagger$ have the same eigenvalues. By Eqs.~(\ref{one}) and (\ref{two}), so do $t^\dagger t$ and $t't'^\dagger$. For the strip both sets are $0.958518$, $0.587918$ and $0$, with sum $1.546436$. The zero is forced: $t$ has two rows, so the $3\times3$ matrix $t^\dagger t$ has rank at most two. Since no eigenvalue exceeds one, the common total is at most the smaller of $N_L$ and $N_R$.

The numerical check also applied the statement to random unitary matrices with no physics in them, and to the strip at four energies and three fields. The two totals agreed to about $10^{-15}$.

\section{What remains free to differ}

Equation~(\ref{main}) concerns the sum over all open channels. The average per incoming channel in the strip is $1.54644/3=0.515$ from the left and $1.54644/2=0.773$ from the right. A beam prepared in one mode may also pass better from one side. At $B=0$ both totals are $1.337$, yet the lowest left mode is transmitted with probability $0.768$ and the lowest right mode with $0.940$. With one open channel on each side this freedom is gone, and $|t|^2=|t'|^2$ even in a field.

Time reversal adds a separate relation. If $\psi$ solves the equation at $B$, then $\psi^*$ solves it at $-B$, with incoming and outgoing waves exchanged. Its incoming amplitudes are $\beta^*$ and its outgoing ones $\alpha^*$, for real transverse modes. Thus $\alpha^*=S(-B)\beta^*=S(-B)S(B)^*\alpha^*$ for every $\alpha$, and with unitarity
\begin{equation}
S(-B)=[S(B)^*]^{-1}=S(B)^T .
\end{equation}
The lower left block is $t(-B)=t'(B)^T$. At $B=0$ each pair of channels therefore has equal probabilities both ways; the unequal pairs in the table need the field. Combined with Eq.~(\ref{main}), the relation gives $T_{RL}(-B)=T_{LR}(B)=T_{RL}(B)$: the total is even in the field. Reversing the field in the strip indeed returns $1.54643567$.

\section{Where the equality fails}

\subsection{A third lead}

With three leads, $S^\dagger S=1$ and $SS^\dagger=1$ still hold, but for the larger matrix. Let $T_{ij}$ be the total probability from lead $j$ to lead $i$. The traces of the diagonal blocks belonging to lead $L$ give
\begin{equation}
T_{LL}+T_{RL}+T_{3L}=N_L=T_{LL}+T_{LR}+T_{L3},
\end{equation}
and therefore
\begin{equation}
T_{RL}-T_{LR}=T_{L3}-T_{3L}.
\end{equation}
A difference between left and right is now allowed if the third lead makes up for it. Attach a lead of width seven to the top edge of the strip, at columns 4 to 10. In the field, $T_{RL}=1.170$ and $T_{LR}=1.485$, a difference of $-0.315$. The other side is $1.190-1.505=-0.315$. Without the field, both totals are $1.217$, as time reversal requires.

\subsection{Absorption}

A potential with a negative imaginary part removes particles, so $S$ is not unitary. At $B=0$ the equality survives for another reason. Take two solutions $\psi_1,\psi_2$ at the same energy. Multiplying the equation for $\psi_2$ by $\psi_1$, and the reverse, and subtracting, removes $V$ even if it is complex:
\begin{equation}
\nabla\cdot(\psi_1\nabla\psi_2-\psi_2\nabla\psi_1)=0 .
\end{equation}
In an open channel the outward component of the bracket is $2i(k/v)(\alpha_1\beta_2-\beta_1\alpha_2)$; the terms in $e^{\pm2iks}$ cancel. Since $k/v=m/\hbar$ is the same for all channels, integration gives $\alpha_1^TS\alpha_2=\alpha_1^TS^T\alpha_2$ for all $\alpha_1,\alpha_2$. Hence $S=S^T$, $t'=t^T$, and the totals agree.

With an absorbing potential $-0.05iJ$ in the upper half of the two-lead strip, the totals at $B=0$ are both $0.874$. In the field they are $0.615$ from left to right and $1.146$ from right to left. Here neither unitarity nor symmetry of $S$ is available, and the strip does transmit better one way. The ramp is not the cause: with $V_0=0$ the totals are $0.823$ and $1.365$. The position of the absorber matters: moved to the lower half, it gives $0.672$ and $0.538$, so the favoured direction is reversed.

\subsection{Finite bias}

A coherent conductor can carry unequal currents under opposite voltages, as a diode does, without violating Eq.~(\ref{main}). An ordinary junction diode also involves inelastic scattering and recombination, which lie outside the conditions of that equation and are not modelled here. In one channel, the states in $dk$ with both spins carry a particle current $2v\,dk/(2\pi)=2\,dE/h$, since $dE=\hbar v\,dk$. With occupations $f_L$ and $f_R$, the net electric current, for carriers counted with charge $e$, is
\begin{equation}
I=\frac{2e}{h}\int\left(T_{RL}f_L-T_{LR}f_R\right)dE=\frac{2e}{h}\int T\,(f_L-f_R)\,dE ,
\end{equation}
with $T$ the common total. Equal occupations give no current, as equilibrium demands. At zero temperature and small bias the conductance is $(2e^2/h)T$; for the strip this is $77.48\times1.5464\approx119.8$ microsiemens, with the Zeeman splitting still left out. That omission is not small: for the free-electron mass and $g=2$ the two spins are shifted by $\pm0.063J$ in the strip, which lowers the conductance to about $113$ microsiemens. A grid four times finer, without the splitting, raises it to about $128$.

At finite bias $T$ depends on the voltage, because the voltage changes the potential. Opposite voltages pose two scattering problems, each with equal transmission both ways. As a model, take a chain of 12 sites at $\xi=(i+\tfrac12)/12$, $i=0,\dots,11$, with the potential
\begin{equation}
V(\xi)=0.15J\,\xi+u\left(\tfrac12-\xi\right),\qquad 0<\xi<1,
\end{equation}
between lead floors at $u/2$ on the left and $-u/2$ on the right. The linear drop is prescribed, not computed from the charge. At zero temperature, assumed from here on, the current flows in an energy window of width $|u|$ around $E_F=0.1J$.

For $u=0.05J$ the top of the ramp, at $\xi\to1$, lies at $0.15J-0.025J=0.125J$; for $u=-0.05J$ it lies at $0.175J$. The transmissions at $E_F$ are $0.494$ and $0.307$. Multiplied by the window they give about $0.0247$ and $0.0154$ in units of $2eJ/h$; integration over the window gives $0.02454$ and $0.01578$, a ratio of $1.56$.

The asymmetry disappears at small bias. If $T$ near $E_F$ is $T_0+uT_1$ to first order in $u$, with the energy dependence averaging out over the symmetric window, then $|I|$ is proportional to $|u|(T_0+uT_1)$. The difference of the two currents divided by their sum is then $|u|T_1/T_0$, linear in the bias. The computed value falls from $0.217$ at $|u|=0.05J$ to $0.023$ at $0.005J$. Rectification in this model needs two things together: a potential that depends on the voltage, and a barrier without mirror symmetry. With a fixed potential, or with a mirror-symmetric barrier under the same linear drop, the two currents are equal, and mirroring the ramp reverses the sign of the difference. At each voltage the transmission is still the same both ways.

\section*{Computed results}
\begin{verbatim}
Step: E = 0.00100 J, height = 0.00075 J
Step: flux transmission both ways = 0.8889
Step: |amplitude|^2 L to R 1.7776, R to L 0.4445
Random unitary S: largest gap of totals = 1.3e-15
Strip: 16 columns x 12 rows, a = 5.0 nm
Lead widths: left 12, right 7 sites
J = 1.5240 meV, E = 0.7 J = 1.0668 meV
Ramp parameter V0 = 0.4 J; peak 0.20 J (bottom row) to 0.60 J (top row)
Flux per cell = 0.01 hc/e, B = 16543 gauss
Open channels: N_L = 3, N_R = 2
Largest element of |S^dagger S - 1| = 8.2e-16
With B: P(L1->R1) = 0.14547, P(R1->L1) = 0.48447
With B: P(L1->R2) = 0.36363, P(R2->L1) = 0.26867
With B: P(L2->R1) = 0.26141, P(R1->L2) = 0.36697
With B: P(L2->R2) = 0.23861, P(R2->L2) = 0.07748
With B: P(L3->R1) = 0.49212, P(R1->L3) = 0.06734
With B: P(L3->R2) = 0.04520, P(R2->L3) = 0.28150
With B: total L to R = 1.54643567
With B: total R to L = 1.54643567
With B: total reflection at L 1.45356, at R 0.45356
With B: average per channel from L 0.51548, from R 0.77322
Eigenvalues of t^dag t: 0.958518 0.587918 0.000000
Eigenvalues of t' t'^dag: 0.958518 0.587918 0.000000
Field reversed: total L to R = 1.54643567
2e^2/h = 77.4809 uS, G with B = 119.819 uS
B = 0: totals L to R 1.337442, R to L 1.337442
B = 0: lowest mode only, from L 0.76845, from R 0.94022
Scan of 4 energies x 3 fields: largest gap = 1.6e-15
Third lead: 7 sites wide, 2 open channels
Third lead, B: T_RL = 1.17001, T_LR = 1.48501
Third lead, B: T_L3 = 1.19036, T_3L = 1.50536
Third lead, B: T_R3 = 0.43785, T_3R = 0.12286
Third lead, B = 0: T_RL = 1.21742, T_LR = 1.21742
Absorbing potential -i x 0.05 J in the upper half
Absorber, B = 0: L to R 0.87402, R to L 0.87402
Absorber, B: L to R 0.61470, R to L 1.14556
1D ramp: 12 sites, peak 0.15 J, Fermi energy 0.1 J
Bias energy u = +/-0.05 J; T at Fermi energy: +u 0.49362, -u 0.30707
|I| in 2eJ/h: +u 0.024536, -u 0.015778, ratio 1.5550
Relative current difference: u = 0.05 J 0.21724, u = 0.005 J 0.02337
\end{verbatim}
